# Why triplet energy transfer decays exponentially with distance

**Question.** An excited donor molecule D can pass its energy to an acceptor A without emitting light. When the excitation is a singlet, with a strong optical transition on both molecules, the coupling falls off slowly, like that of two dipoles. When it is a triplet, and the molecules face each other across empty space with weak spin-orbit coupling, the rate drops by many orders of magnitude over the first nanometre or so. The same Coulomb repulsion between electrons acts in both cases. Why is the distance dependence so different, and how large is the difference?

**Answer.**

## The mechanism: two ways to exchange an excitation

Give each molecule one filled and one empty orbital: $d$ and $d^*$ on the donor, $a$ and $a^*$ on the acceptor. The four orbitals are real and orthonormal. In the ground state $|0\rangle$, $d$ and $a$ hold two electrons each. Spin-orbit coupling is neglected for now. The Hamiltonian is

$$H=\sum_{pq\sigma}h_{pq}c^\dagger_{p\sigma}c_{q\sigma}+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,c^\dagger_{p\sigma}c^\dagger_{r\tau}c_{s\tau}c_{q\sigma},$$

$$(pq|rs)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,dV_1dV_2 .$$

In the term with $(pq|rs)$ one electron goes from $q$ to $p$ and another from $s$ to $r$, and each keeps its spin.

Start with a donor excitation of spin $\sigma$, $c^\dagger_{d^*\sigma}c_{d\sigma}|0\rangle$, and end with an acceptor excitation of spin $\tau$, $c^\dagger_{a^*\tau}c_{a\tau}|0\rangle$. Electrons must leave $d^*\sigma$ and $a\tau$, and must appear in $d\sigma$ and $a^*\tau$. Two orbitals change, so the one-electron part of $H$ cannot contribute. The repulsion can do it in two ways.

*Each electron stays on its molecule.* One drops from $d^*$ to $d$ while the other rises from $a$ to $a^*$. This works for any $\sigma$ and $\tau$. The term occurs twice in the sum, with the two electrons' labels exchanged, which cancels the factor ½. It reads

$$J\,c^\dagger_{d\sigma}c^\dagger_{a^*\tau}c_{a\tau}c_{d^*\sigma}=J\,(c^\dagger_{d\sigma}c_{d^*\sigma})(c^\dagger_{a^*\tau}c_{a\tau}),\qquad J=(dd^*|aa^*).$$

Moving $c_{d^*\sigma}$ past two operators costs no sign, so the matrix element is $+J$.

*The electrons change molecules.* One goes from $d^*$ to $a^*$, the other from $a$ to $d$. Spin conservation in each move requires $\sigma=\tau$. The term is

$$K\,c^\dagger_{a^*\sigma}c^\dagger_{d\sigma}c_{a\sigma}c_{d^*\sigma}=-K\,c^\dagger_{d\sigma}c^\dagger_{a^*\sigma}c_{a\sigma}c_{d^*\sigma},\qquad K=(d^*a^*|da).$$

It is the same operator string as before, with one interchange and hence a minus sign. Together,

$$M_{\sigma\tau}=J-K\,\delta_{\sigma\tau}.$$

$J$ is the Coulomb integral and $K$ the Dexter exchange integral.

## Spin selection

The excitations with definite total spin are, for the donor,

$$|D^*_\pm\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{d^*\uparrow}c_{d\uparrow}\pm c^\dagger_{d^*\downarrow}c_{d\downarrow}\right)|0\rangle ,$$

and likewise for the acceptor. The plus sign gives the singlet, because $\sum_\sigma c^\dagger_{d^*\sigma}c_{d\sigma}$ is unchanged by spin rotations and $|0\rangle$ is a closed shell. The minus sign gives a triplet: lowering the spin of $c^\dagger_{d^*\uparrow}c_{d\downarrow}|0\rangle$, which has $M=1$, produces $(c^\dagger_{d^*\downarrow}c_{d\downarrow}-c^\dagger_{d^*\uparrow}c_{d\uparrow})|0\rangle$.

The singlet coupling is half the sum of all four $M_{\sigma\tau}$. In the triplet coupling the two opposite-spin elements enter with a minus sign:

$$V_S=\tfrac12\left[2(J-K)+2J\right]=2J-K,$$

$$V_T=\tfrac12\left[2(J-K)-2J\right]=-K .$$

For the $M=1$ triplet the reason is visible directly. The donor has an electron with spin up in $d^*$ and a vacancy with spin down in $d$. The electron cannot fall into the vacancy without flipping its spin, so $J$ is blocked. Exchange instead moves the up electron to $a^*$ and a down electron from $a$ to $d$, which again gives $-K$.

A triplet therefore has to carry its spin across, and in this first-order coupling only $K$ does that. What remains is the distance dependence of $J$ and $K$.

## Model orbitals

Far from the molecule the potential felt by the electron, at most the $1/r$ attraction of the ion it leaves behind, becomes small compared with its binding energy, and to leading order an orbital of energy $\varepsilon<0$ obeys $\nabla^2\psi=(2m|\varepsilon|/\hbar^2)\psi$. It decays as $e^{-\zeta r}$ times a slower factor, with $\zeta=\sqrt{2m|\varepsilon|}/\hbar$. I keep this feature and take two identical chromophores a distance $R$ apart along $z$, with site orbitals

$$\phi_{D,A}=\sqrt{\frac{\zeta_h^3}{\pi}}\,e^{-\zeta_h r_{D,A}},\qquad \chi_{D,A}=\sqrt{\frac{\zeta_e^5}{\pi}}\,x\,e^{-\zeta_e r_{D,A}} .$$

Here $r_D$ and $r_A$ are the distances from the two centres, $\phi$ is the filled (hole) orbital and $\chi$ the empty (electron) orbital. Every $\phi$ is orthogonal to every $\chi$, because $\chi$ is odd in $x$. But $\phi_D$ overlaps $\phi_A$, and $\chi_D$ overlaps $\chi_A$. The spin formulas need orthonormal orbitals, so this has to be repaired before $K$ is evaluated.

With $S_h=\langle\phi_D|\phi_A\rangle$, form the normalised combinations $g,u=(\phi_D\pm\phi_A)/\sqrt{2(1\pm S_h)}$, then $d=(g+u)/\sqrt2$ and $a=(g-u)/\sqrt2$. These are orthonormal and stay centred on their own molecules. Their product is

$$da=\frac{g^2-u^2}{2}=\frac{1}{1-S_h^2}\Big[\phi_D\phi_A-\frac{S_h}{2}(\phi_D^2+\phi_A^2)\Big].$$

The same construction with $S_e=\langle\chi_D|\chi_A\rangle$ gives $d^*a^*$. Each bracket integrates to zero, as orthogonality demands. The subtracted terms are of the same order in the overlap as the first one, so they cannot be dropped.

## The Coulomb integral: a power law

$J$ contains $dd^*$ and $aa^*$, each living on one molecule. Apart from corrections that vanish exponentially with $R$, $dd^*$ is $\phi_D\chi_D\propto x\,e^{-(\zeta_h+\zeta_e)r_D}$. Its angular dependence is that of a dipole and of no other multipole, so outside the density its potential is that of a point dipole

$$\mu=e\int\phi_D\,x\,\chi_D\,dV=e\,\frac{\zeta_h^{3/2}\zeta_e^{5/2}}{\pi}\,\frac{4\pi}{3}\,\frac{4!}{(\zeta_h+\zeta_e)^5}=\frac{32\,e\,\zeta_h^{3/2}\zeta_e^{5/2}}{(\zeta_h+\zeta_e)^5}.$$

The acceptor density responds in the same way to the gradient of that potential at its centre. Hence

$$J\simeq\mu\,\frac{\partial}{\partial x}\,\frac{\mu x}{4\pi\varepsilon_0 r^3}\bigg|_{(0,0,R)}=\frac{\mu^2}{4\pi\varepsilon_0R^3}.$$

The molecules need not touch: the long-range field does the work. If the transition dipoles vanished, the lowest multipoles that the transition densities do carry would take over with a steeper power; a density with no multipole moment at all, such as a spherical one, gives no power law.

## The exchange integral: a product of two overlaps

$K$ contains $d^*a^*$ and $da$, each a product of orbitals on different molecules. Both are small everywhere when $R$ is large. Their size is set by the overlaps, which follow in closed form with $\lambda=(r_D+r_A)/R$, $\mu'=(r_D-r_A)/R$ and the volume element $(R/2)^3(\lambda^2-\mu'^2)\,d\lambda\,d\mu'\,d\varphi$. With $h=\zeta_hR$,

$$S_h=\frac{h^3}{2}\int_1^\infty e^{-h\lambda}\Big(\lambda^2-\frac13\Big)d\lambda=e^{-h}\Big(1+h+\frac{h^2}{3}\Big).$$

For $S_e$ use $x^2=(R/2)^2(\lambda^2-1)(1-\mu'^2)\cos^2\varphi$ and $p=\zeta_eR$. The integral of $(1-\mu'^2)(\lambda^2-\mu'^2)$ over $\mu'$ is $\frac43(\lambda^2-\frac15)$, so

$$S_e=\frac{p^5}{24}\int_1^\infty e^{-p\lambda}(\lambda^2-1)\Big(\lambda^2-\frac15\Big)d\lambda=e^{-p}\Big(1+p+\frac{2p^2}{5}+\frac{p^3}{15}\Big).$$

**An upper bound.** $K$ is the charge density $d^*a^*$ placed in the potential of $da$. Take the potential first, as $\int\rho\,dV'/|\mathbf r-\mathbf r'|$, with the factor $e^2/4\pi\varepsilon_0$ left for the end. Since $r_D+r_A\ge R$, the product $\phi_D\phi_A$ never exceeds $(\zeta_h^3/\pi)e^{-h}$. Draw a sphere of radius $b$ around the field point. Charge inside contributes at most $2\pi b^2$ times the peak density, and charge outside at most $S_h/b$:

$$2b^2\zeta_h^3e^{-h}+\frac{S_h}{b}\le S_h\Big(2b^2\zeta_h^3+\frac1b\Big),$$

because $e^{-h}\le S_h$. The right side is smallest at $b=1/(4^{1/3}\zeta_h)$, where it equals $(3/2^{1/3})\zeta_hS_h$. The subtracted density $\frac{S_h}2(\phi_D^2+\phi_A^2)$ has a potential of at most $\zeta_hS_h$, since the potential of $\phi^2$ peaks at its centre with the value $\zeta_h$. The difference of two non-negative potentials is no larger than the larger of them. Finally, $\chi_D\chi_A\ge0$, so the bracket of $d^*a^*$ has total absolute charge at most $S_e+S_e=2S_e$. Therefore

$$|V_T|=|K|\le\frac{e^2}{4\pi\varepsilon_0}\,\frac{6\,\zeta_h}{2^{1/3}}\,\frac{S_eS_h}{(1-S_e^2)(1-S_h^2)} .$$

Triplet coupling in this model thus falls at least as fast as $e^{-(\zeta_e+\zeta_h)R}$ times a polynomial.

**The limiting rate is reached.** Divide $K$ by $S_eS_h$ and let $R$ grow. Because $S_h\ge e^{-h}h^2/3$, the potential of $\phi_D\phi_A/S_h$ is at most $6b^2\zeta_h/R^2+1/b$, which vanishes for $b\propto\sqrt R$: a unit charge is being smeared over an ever longer region. The same holds for $\chi_D\chi_A/S_e$. Its peak falls as $R^{-2}$, since $r_D+r_A\ge\sqrt{R^2+4x^2}$ limits the peak of $x^2e^{-\zeta_e(r_D+r_A)}$ to order $R\,e^{-p}$, while $S_e\ge e^{-p}p^3/15$. Every term containing a two-centre product then drops out. Of the four site-site terms, each with weight ¼, the two between different molecules vanish as well. The two on the same molecule remain:

$$\frac{K}{S_eS_h}\to\frac12(\chi_D\chi_D|\phi_D\phi_D)>0 .$$

So, with this symmetric orthogonalisation, $K$ follows $S_eS_h\propto R^5e^{-(\zeta_e+\zeta_h)R}$ at large $R$. "Exponential" here means exponential with a polynomial prefactor, and that prefactor makes the local slope smaller than the limiting one.

## From coupling to rate

If the coupling is weak compared with the width of the molecular spectra and does not depend on the vibrations, Fermi's golden rule gives

$$k=\frac{2\pi}{\hbar}\,|V|^2\,\Theta ,$$

where $\Theta$ is the density of energy-matched final states weighted by vibrational overlaps. $\Theta$ belongs to the two molecules and not to their distance. The triplet rate therefore has the limiting attenuation $2(\zeta_e+\zeta_h)$, while the singlet rate goes as $R^{-6}$.

## The numbers

Take $\zeta_h=12\ \mathrm{nm^{-1}}$ and $\zeta_e=10\ \mathrm{nm^{-1}}$. The transition dipole is $\mu/e=0.0816$ nm, or 3.92 debye. With $e^2/4\pi\varepsilon_0=1.440$ eV nm, the dipole formula at 1 nm gives

$$J\simeq\frac{1.440\times0.0816^2}{1.0^3}\ \mathrm{eV}=9.59\ \mathrm{meV}.$$

The integrals themselves were evaluated by writing each exponential as a sum of Gaussians. In meV:

| $R$ (nm) | $J$ | $K$ | $V_S=2J-K$ |
|---|---|---|---|
| 0.5 | 72.0 | 5.85 | 138 |
| 0.7 | 27.9 | 0.415 | 55.3 |
| 1.0 | 9.60 | $3.53\times10^{-3}$ | 19.2 |
| 1.4 | 3.50 | $2.91\times10^{-6}$ | 7.00 |

The triplet coupling is $V_T=-K$. At 0.5 nm $J$ lies 6% below its dipole value of 76.7 meV, because the densities still interpenetrate and the orthogonalisation still matters. At 1.0 and 1.4 nm the two differ by less than 0.1% of the dipole value, which is within the error of the Gaussian expansion; the last digit of 9.60 against 9.59 carries no physical meaning.

**Is it really not a power law?** Fit $R^{-n}$ between neighbouring distances. The singlet gives $n=2.72$, 2.97 and 3.00, settling at the dipole value. The triplet gives 7.9, 13.4 and 21.1. The power keeps growing, so no fixed power law fits. For a pure exponential the local power is proportional to $R$; here it grows somewhat faster than that, because the prefactor lowers it by a larger fraction at short distance.

**Do the overlaps explain the decay?** At 1 nm, $S_h=3.75\times10^{-4}$ and $S_e=5.34\times10^{-3}$, with product $2.00\times10^{-6}$. Dividing,

$$\frac{K}{S_eS_h}=\frac{3.53\times10^{-6}\ \mathrm{eV}}{2.00\times10^{-6}}\approx1.76\ \mathrm{eV}.$$

This ratio rises from 0.76 eV at 0.5 nm to 2.2 eV at 1.4 nm, a factor of 3, while $K$ itself falls by a factor of two million. The bound, with a constant of 82 eV, is far from tight; its use is to show that $K$ falls at least as fast as $S_eS_h$, and the limit derived after it shows that, for the symmetric orthogonalisation used here, at large $R$ it falls no faster.

Between 1.0 and 1.4 nm the attenuation of the triplet rate is

$$\frac{2}{0.4\ \mathrm{nm}}\ln\frac{3.533\times10^{-3}}{2.906\times10^{-6}}=35.5\ \mathrm{nm^{-1}} .$$

The overlaps alone give 36.7 nm⁻¹, and the slow rise of $K/(S_eS_h)$ accounts for the difference. The limiting value is $2(10+12)=44\ \mathrm{nm^{-1}}$. Of the gap of 8.5 nm⁻¹, the part $44-36.7=7.3$ nm⁻¹ comes from the polynomial factors in the overlaps. At large $R$, where they grow as $R^5$ in the coupling, they lower the slope of the rate by $10/R$; here their lower-order terms still make the reduction smaller. An attenuation fitted over a short range should therefore not be read directly as $2(\zeta_e+\zeta_h)$.

**Rates.** With $\Theta=1\ \mathrm{eV^{-1}}$ for both spins, a value chosen for comparison:

| $R$ (nm) | singlet (s⁻¹) | triplet (s⁻¹) |
|---|---|---|
| 1.0 | $3.5\times10^{12}$ | $1.2\times10^{5}$ |
| 1.4 | $4.7\times10^{11}$ | 0.081 |

At 1 nm the singlet is faster by $(19.19/0.003533)^2\approx3\times10^7$. Moving the molecules 0.4 nm further apart slows the singlet by a factor of 7.5, which is $1.4^6$, and the triplet by a factor of 1.5 million.

The spin rule, the overlaps and the exchange integral before orthogonalisation were each checked by an independent calculation in the numerical check.

## Where the answer needs care

**The prefactor is less certain than the exponent.** Without orthogonalisation the exchange integral would be 36.3 meV instead of 5.85 meV at 0.5 nm, and $3.76\times10^{-6}$ instead of $2.91\times10^{-6}$ meV at 1.4 nm. At contact distances a bare exchange integral is thus far too large in this model. The closer agreement at 1.4 nm does not mean that it becomes exact further out: by the limit derived above, the bare integral divided by $S_eS_h$ tends to zero while $K/(S_eS_h)$ tends to a positive constant, so at still larger $R$, beyond about 1.8 nm here, the bare integral falls below $K$. The value of $K$ also depends on how the orbitals are orthogonalised. Keep $\phi_D$ and $\chi_D$ unchanged and orthogonalise the acceptor orbitals to them: the subtracted terms become $S_h\phi_D^2$ and $S_e\chi_D^2$, $K/(S_eS_h)$ is 5.0 eV at 1.4 nm instead of 2.2 eV, and its limit doubles. Keep $\phi_D$ and $\chi_A$ instead: the ratio is $-0.53$ eV at 1.4 nm and its limit is zero. These choices differ by charge-transfer admixtures of the order of the overlaps, so the size and sign of $K$ alone are not fixed until the routes of the next paragraph are included.

**Charge-transfer routes are left out.** The excitation can also cross in two steps, through a state in which one molecule has lent an electron to the other. One step moves the electron and the other the hole. If each hop follows its own overlap up to a power of $R$, this route has the same exponent and changes the prefactor. Nothing here shows that it is smaller than $K$, so the triplet couplings and rates above are those of the exchange route alone. That is an estimate: the model specifies no one-electron potential from which the hops could be computed.

**Spin-orbit coupling ends the exponential.** Suppose each triplet contains a small amplitude, $c_D$ and $c_A$, of an optically bright singlet. This lies outside the four-orbital model. With real orbitals the one-electron spin-orbit operator does not connect the singlet and the triplet of the same $d\to d^*$ configuration directly, because $\langle d|\mathbf L|d\rangle=\langle d^*|\mathbf L|d^*\rangle=0$. The admixed singlet comes from another configuration or from higher order. For an estimate, give it the same transition dipole, and hence the same $J$, as above. The coupling then gains a term of about $2Jc_Dc_A$, which falls only as $R^{-3}$. It matches the exchange term when $|c_Dc_A|=K/(2J)$. This threshold is $1.8\times10^{-4}$ at 1.0 nm and $4.2\times10^{-7}$ at 1.4 nm, where an amplitude of about $6\times10^{-4}$ on each molecule is enough. However weak the mixing, if it is present on both molecules, the power law wins at sufficiently large distance, and the triplet then transfers through the small part of it that is a singlet.

**So does the magnetic spin-spin interaction.** It is absent from the Hamiltonian above and needs no spin-orbit mixing. It couples the spin transition densities $dd^*/\sqrt2$ and $aa^*/\sqrt2$ through the dipolar kernel $-\partial_k\partial_l(1/r)$, with strength $C=\mu_0g^2\mu_B^2/4\pi=2.15\times10^{-7}$ eV nm³. Each density carries the moment $\mu/e$ along $x$, so the triplet sublevels $x$, $y$, $z$ gain $\tfrac12C(\mu/e)^2(9,\,3,\,-12)/R^5$. The largest of these is $1.6\times10^{-6}$ meV at 1.4 nm and equals $K$ near 1.44 nm. Averaged over the sublevels, it leaves the rate at 1.0 nm unchanged, raises the rate at 1.4 nm from 0.081 to 0.094 s⁻¹, and dominates by 1.6 nm. In this model the exponential regime therefore ends near 1.5 nm even without spin-orbit coupling.

## Calculated quantities

```
hole tail 12.0 /nm, electron tail 10.0 /nm
e^2/(4 pi eps0) = 1.43996 eV nm
transition dipole/e = 0.08162 nm = 3.920 debye
largest error of spin rule = 1.3e-15 (random units)
bound constant without denominators = 82.29 eV
R = 0.5 nm: S_h = 4.710e-02, S_e = 1.640e-01
  J = 71.989 meV, dipole limit 76.747 meV
  K = 5.848e+00 meV, before orthogonalising 3.633e+01 meV
  K before, elliptic check = 3.631e+01 meV
  V_singlet = 138.129 meV, V_triplet = -5.848e+00 meV
  K/(S_e S_h) = 0.757 eV, K/(2J) = 4.06e-02
R = 0.7 nm: S_h = 7.403e-03, S_e = 4.602e-02
  J = 27.868 meV, dipole limit 27.969 meV
  K = 4.155e-01 meV, before orthogonalising 1.400e+00 meV
  K before, elliptic check = 1.400e+00 meV
  V_singlet = 55.321 meV, V_triplet = -4.155e-01 meV
  K/(S_e S_h) = 1.220 eV, K/(2J) = 7.45e-03
R = 1.0 nm: S_h = 3.748e-04, S_e = 5.342e-03
  J = 9.597 meV, dipole limit 9.593 meV
  K = 3.533e-03 meV, before orthogonalising 6.942e-03 meV
  K before, elliptic check = 6.939e-03 meV
  V_singlet = 19.191 meV, V_triplet = -3.533e-03 meV
  K/(S_e S_h) = 1.765 eV, K/(2J) = 1.84e-04
R = 1.4 nm: S_h = 5.657e-06, S_e = 2.298e-04
  J = 3.498 meV, dipole limit 3.496 meV
  K = 2.906e-06 meV, before orthogonalising 3.755e-06 meV
  K before, elliptic check = 3.754e-06 meV
  V_singlet = 6.995 meV, V_triplet = -2.906e-06 meV
  K/(S_e S_h) = 2.236 eV, K/(2J) = 4.15e-07
local power of 1/R, 0.5 to 0.7 nm: singlet 2.72, triplet 7.86
local power of 1/R, 0.7 to 1.0 nm: singlet 2.97, triplet 13.37
local power of 1/R, 1.0 to 1.4 nm: singlet 3.00, triplet 21.11
triplet rate attenuation, 1.0 to 1.4 nm = 35.52 /nm
same from S_e S_h alone = 36.70 /nm
limiting attenuation 2(ze+zh) = 44.0 /nm
spectral overlap = 1.0 /eV
R = 1.0 nm: singlet rate 3.516e+12 /s, triplet rate 1.192e+05 /s
R = 1.4 nm: singlet rate 4.671e+11 /s, triplet rate 8.063e-02 /s
```
